# Why an Inertial Macrospin Released from Rest Traces Cusps

**Question**

I am modelling a small magnet as a single unit moment \(\mathbf m(t)\) with magnetic inertia and no damping:

\[
\dot{\mathbf m}=-\omega_0\,\mathbf m\times\mathbf b+\eta\,\mathbf m\times\ddot{\mathbf m}.
\]

Here \(\mathbf b\) is a fixed unit vector along the field, \(\omega_0=\gamma B>0\), and \(\eta>0\) is the inertial time. I start at an angle \(\theta_0\) to the field with \(\dot{\mathbf m}=0\). The moment precesses and nods, and my plot of its tip has sharp points on the starting circle.

Are these true cusps or just tight bends that my plot cannot resolve? Do they survive in a strong field, when precession and nutation are no longer well separated? I have read that this is "like a heavy top", but the spin feels a magnetic torque and has no weight, so I cannot see what corresponds to what. I would also like to know whether a real nanomagnet could come close to this motion.

**Answer**

They are true cusps, for every positive value of \(\omega_0\eta\), provided that \(0<\theta_0<\pi\). The heavy-top comparison is an identity between equations of motion. I use atomic units in the algebra, \(\hbar=e=m_e=1\), so \(\gamma=g/2\). The macrospin has spin \(S\) and magnetic moment \(\gamma S\).

**Getting the acceleration**

Since \(|\mathbf m|=1\), the velocity is perpendicular to \(\mathbf m\). For any vector \(\mathbf a\),

\[
\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a=-\mathbf a_\perp ,
\]

where \(\mathbf a_\perp\) is the part perpendicular to \(\mathbf m\). Taking \(\mathbf m\times\) of your equation therefore gives \(\mathbf m\times\dot{\mathbf m}=\omega_0\mathbf b_\perp-\eta\ddot{\mathbf m}_\perp\), or

\[
\eta\,\ddot{\mathbf m}_\perp=\omega_0\mathbf b_\perp-\mathbf m\times\dot{\mathbf m}. \tag{1}
\]

This describes a particle of mass \(\eta\) on a unit sphere. One force pulls it towards the field direction. The other is perpendicular to its velocity and deflects it sideways. At rest the sideways force is absent, so the particle first falls straight along a meridian. Without inertia the equation is first order and fixes the velocity, so a start from rest at an angle to the field would be impossible.

**The heavy top**

Define \(\mathbf J=\mathbf m-\eta\,\mathbf m\times\dot{\mathbf m}\). Because \(\dot{\mathbf m}\times\dot{\mathbf m}=0\), your equation gives

\[
\dot{\mathbf J}=\dot{\mathbf m}-\eta\,\mathbf m\times\ddot{\mathbf m}=-\omega_0\,\mathbf m\times\mathbf b. \tag{2}
\]

An electron's spin is opposite to its moment, so let \(\mathbf n=-\mathbf m\) and \(\mathbf L=-S\mathbf J\). The two signs in \(\mathbf n\times\dot{\mathbf n}=\mathbf m\times\dot{\mathbf m}\) cancel, and

\[
\mathbf L=S\,\mathbf n+S\eta\,\mathbf n\times\dot{\mathbf n},
\qquad
\dot{\mathbf L}=-S\omega_0\,\mathbf n\times\mathbf b .
\]

A symmetric top with axis \(\mathbf n\), transverse moment of inertia \(I_1\) about its pivot and axial angular momentum \(L_3\) has \(\mathbf L=L_3\mathbf n+I_1\mathbf n\times\dot{\mathbf n}\). If its weight \(W\) acts at distance \(l\) from the pivot and \(\mathbf b\) points up, the torque is \(l\mathbf n\times(-W\mathbf b)\). The correspondence is

\[
L_3=S,\qquad I_1=S\eta,\qquad Wl=S\omega_0 .
\]

The magnetic torque plays the part of the weight. As \(\mathbf m\) falls towards the field, the top's axis \(\mathbf n\) falls downwards.

**Two conserved quantities**

The component of (2) along \(\mathbf b\) vanishes, so \(J_z=\mathbf b\cdot\mathbf J\) is constant. Taking the dot product of (1) with \(\dot{\mathbf m}\) removes the sideways force and gives

\[
\frac{E}{S}=\frac{\eta}{2}|\dot{\mathbf m}|^2-\omega_0\,\mathbf m\cdot\mathbf b=\text{constant}.
\]

Use polar angles about \(\mathbf b\), and write \(u=\cos\theta\), \(u_0=\cos\theta_0\). Since \((\mathbf m\times\dot{\mathbf m})_z=\sin^2\theta\,\dot\phi\), the start from rest fixes \(J_z=u_0\):

\[
u-\eta(1-u^2)\dot\phi=u_0
\quad\Rightarrow\quad
\dot\phi=\frac{u-u_0}{\eta(1-u^2)}. \tag{3}
\]

So the azimuthal velocity vanishes whenever the moment is back at \(\theta_0\). It remains to show that it does come back, and that \(\dot\theta\) vanishes there too.

With \(\dot u=-\sin\theta\,\dot\theta\), the squared speed is \(\dot u^2/(1-u^2)+(1-u^2)\dot\phi^2\). Insert (3) into energy conservation:

\[
\frac{\eta}{2(1-u^2)}\left[\dot u^2+\frac{(u-u_0)^2}{\eta^2}\right]=\omega_0(u-u_0).
\]

Multiply by \(2\eta(1-u^2)\) and set \(\beta=2\omega_0\eta\):

\[
\eta^2\dot u^2=(u-u_0)\,q(u),\qquad q(u)=\beta(1-u^2)-(u-u_0). \tag{4}
\]

**Where the moment can go**

The signs of \(q\) settle this. We have \(q(-1)=1+u_0>0\), \(q(u_0)=\beta(1-u_0^2)>0\) and \(q(1)=-(1-u_0)<0\). As \(q\) is a downward parabola, one root \(u_1\) lies between \(u_0\) and 1, and the other, \(u_2\), lies below \(-1\). For \(-1<u<u_0\) the right side of (4) is negative, which is forbidden. The motion is confined to \(u_0\le u\le u_1\), with

\[
u_1=\frac{-1+D}{2\beta},\qquad D=\sqrt{1+4\beta u_0+4\beta^2}.
\]

Both limits are simple roots, so \(u\) reaches each in a finite time and turns round. It does not stay at \(u_0\): differentiating (4) gives \(2\eta^2\ddot u=q(u_0)>0\) there. The moment therefore oscillates between \(\theta_0\) and a smaller angle \(\theta_1\). At every return to \(\theta_0\), both \(\dot\theta\) and \(\dot\phi\) are zero.

Between returns \(\dot\phi>0\). It grows steadily with \(u\), because

\[
\frac{d}{du}\frac{u-u_0}{1-u^2}=\frac{(u-u_0)^2+1-u_0^2}{(1-u^2)^2}>0 .
\]

At \(u_1\), the condition \(q(u_1)=0\) reads \((u_1-u_0)/(1-u_1^2)=\beta\), so (3) gives \(\dot\phi=\beta/\eta=2\omega_0\). The azimuthal rate thus runs from zero to twice the Larmor rate, whatever \(\theta_0\) and \(\eta\) are.

**Why zero velocity makes a cusp**

Zero velocity alone could mean that a point pauses on a smooth curve, so the local shape is needed. Let \(\tau\) be the time from a return. Equation (1) gives \(\eta\ddot{\mathbf m}_\perp=\omega_0\mathbf b_\perp\) at that instant, where \(\mathbf b_\perp\) has length \(\sin\theta_0\) and points towards the field. To leading order,

\[
\delta\equiv\theta_0-\theta=\frac{\omega_0\sin\theta_0}{2\eta}\tau^2 .
\]

Then \(u-u_0=\delta\sin\theta_0\) to the same order, and (3) gives

\[
\dot\phi=\frac{\omega_0}{2\eta^2}\tau^2,
\qquad
\Delta\phi=\frac{\omega_0}{6\eta^2}\tau^3 .
\]

The polar displacement is even in time and the azimuthal one odd. Substituting \(|\tau|=(2\eta\delta/\omega_0\sin\theta_0)^{1/2}\) into the sideways distance \(\sin\theta_0|\Delta\phi|\) gives

\[
\sin\theta_0\,|\Delta\phi|=C\,\delta^{3/2},
\qquad
C=\frac{\sqrt2}{3\sqrt{\omega_0\eta\sin\theta_0}} . \tag{5}
\]

This is a semicubical cusp. The ratio of sideways to polar distance falls as \(\delta^{1/2}\), so both branches become tangent to the meridian. The velocity is proportional to \(\tau\) and reverses: the moment climbs to the point, stops and falls back on the other side. The point faces away from the field.

Conversely, a path is smooth wherever its velocity is nonzero. A cusp therefore requires an instant of rest, and any instant of rest away from the poles can be taken as the release treated here. Release at a pole, \(\theta_0=0\) or \(\pi\), gives no motion.

**What a push does**

Start at \(\theta_0\) with \(\dot\theta=0\) but \(\dot\phi=w\). In a weak field, \(\omega_0\eta\ll1\), the sphere is nearly flat over one nutation. Equation (1) then gives a steady drift plus a rotation at rate \(1/\eta\), and matching the initial velocity yields

\[
\dot\phi\simeq\omega_0-(\omega_0-w)\cos(t/\eta).
\]

A small forward push, \(0<w<\omega_0\), keeps \(\dot\phi\) positive and makes a wavy path. A backward push makes \(\dot\phi\) change sign and produces loops as long as \(\eta|w|<1/(1+\cos\theta_0)\). Beyond that, \(J_z=u_0+\eta|w|\sin^2\theta_0\) exceeds 1, so \(\dot\phi=(u-J_z)/[\eta(1-u^2)]\) stays negative and the path circles the field axis backwards. The cusped path is the border between them. In a weak field one forward push does give cusps: \(w=2\omega_0\) is the same kind of cusped motion, started at its closest approach to the field.

**Period and limits**

From (4), the time between cusps is

\[
T=2\eta\int_{u_0}^{u_1}\frac{du}{\sqrt{\beta(u-u_0)(u_1-u)(u-u_2)}} .
\]

Put \(u=u_1-(u_1-u_0)\sin^2\chi\). The first two factors cancel against \(du\), apart from a factor 2. The third becomes \((u_1-u_2)(1-k^2\sin^2\chi)\). Since \(\beta(u_1-u_2)=D\),

\[
T=\frac{4\eta}{\sqrt D}K(k),\qquad
k^2=\frac{\beta(u_1-u_0)}{D},\qquad
K(k)=\int_0^{\pi/2}\!\frac{d\chi}{\sqrt{1-k^2\sin^2\chi}} .
\]

The same substitution in \(\int\dot\phi\,dt\) gives the azimuth between cusps:

\[
\Phi=\frac{4}{\sqrt D}\int_0^{\pi/2}\frac{u-u_0}{1-u^2}\,
\frac{d\chi}{\sqrt{1-k^2\sin^2\chi}} .
\]

In a weak field, \(\sqrt D\simeq1+\beta u_0\), while \(k^2\) is of order \(\beta^2\) and \(K\simeq\pi/2\). Hence \(T\simeq2\pi\eta(1-2\omega_0\eta\cos\theta_0)\). To leading order the path is

\[
\theta_0-\theta=\rho\,[1-\cos(t/\eta)],\quad
\phi\sin\theta_0=\rho\,[t/\eta-\sin(t/\eta)],\quad
\rho=\omega_0\eta\sin\theta_0 .
\]

This is a cycloid, the path of a point on the rim of a rolling wheel. Its depth is \(2\rho\) and its mean precession rate is \(\omega_0\).

In a strong field, \(\beta\gg1\), expanding \(D\simeq2\beta+u_0\) gives \(1-u_1\simeq(1-u_0)/(2\beta)\). The moment swings almost to the field direction, like a pendulum with a weak sideways force. The cusps remain, but \(C\) decreases as \((\omega_0\eta)^{-1/2}\), so their two branches lie closer together.

**Numbers for a nanomagnet**

Take a permalloy-like sphere 20 nm across, released at 60° to a field of 1 T. I use \(g=2\) and rough typical values: \(\eta=0.3\) ps and a saturation magnetization \(M_s\) with \(\mu_0M_s=1\) T. In atomic units,

\[
\omega_0\eta=(4.2544\times10^{-6})(1.2402\times10^4)=0.0528,
\qquad \beta=0.1055 .
\]

Then \(D=\sqrt{1+0.2111+0.0445}=1.1205\) and \(u_1=0.1205/0.2111=0.571\), so \(\theta_1=55.17^\circ\). The nutation depth is 4.83°; the cycloid estimate, 5.24°, is about 8% larger than this. The formula for \(T\) gives 1.78 ps between cusps (0.56 THz), against \(2\pi\eta=1.88\) ps.

Numerical quadrature of \(\Phi\) gives 17.5°, or about 20.6 cusps per precession turn. The mean precession rate is 0.171 rad/ps, about 3% below the Larmor rate of 0.176 rad/ps. The largest azimuthal rate is 0.352 rad/ps, twice the Larmor rate.

The cusp coefficient is

\[
C=\frac{0.4714}{\sqrt{0.05276\times0.8660}}=2.21\ \text{rad}^{-1/2}.
\]

At 0.1° (0.00175 rad) below the point, each branch is displaced sideways by \(2.21(0.00175)^{3/2}=1.6\times10^{-4}\) rad, or about 0.009°. A plot needs fine time steps to show this shape.

For pushes of \(w=-0.5\omega_0\) and \(+0.5\omega_0\), numerical integration gives \(\dot\phi/\omega_0\) between \(-0.50\) and 2.58, and between 0.50 and 1.46. The first path has loops and the second is wavy.

**How close could a real magnet come?**

Temperature spoils the start from rest. The spin is \(S=M_sV/(g\mu_B)=1.80\times10^5\), where \(V\) is the volume and \(\mu_B\) the Bohr magneton. The moment times the field is 20.8 eV. By energy conservation the largest kinetic energy is \(20.8(u_1-u_0)=1.48\) eV. Two thermal velocity components carry a mean kinetic energy \(k_BT_{\rm th}=0.0259\) eV at \(T_{\rm th}=300\) K. The rms thermal speed is therefore \(\sqrt{0.0259/1.48}=0.13\) of the largest speed in the fall. A typical thermal start is a push, so individual paths would show small loops or waves.

Damping rounds the later cusps. A term \(\alpha\,\mathbf m\times\dot{\mathbf m}\) in your equation adds \(-\alpha\dot{\mathbf m}\) to the right of (1), so in a weak field the nutation decays as \(e^{-\alpha t/\eta}\). With a rough \(\alpha=0.01\), the least speed near the first return is about \((1-e^{-2\pi\alpha})/(1+e^{-\pi\alpha})=0.031\) of the largest speed. Numerical integration gives 0.028.

The field step is harder. I integrated the motion from rest with the field rising linearly from zero to 1 T, and compared the least and largest speeds in the 2.25 ps after the rise. Their ratio is 0.002 for a rise in 0.1 ps, 0.27 for 1 ps and 0.89 for 10 ps. A slow rise lets the velocity follow the growing drift, leaving little nutation. For a linear rise the ratio does not grow steadily: it is 0.94 for 1.8 ps, close to one nutation period, and 0.65 for 2.7 ps. For this \(\eta\), then, the rise must be well below 1 ps. A terahertz pulse in free space with a 1 T magnetic field also carries an electric field \(cB=3.0\) MV/cm, and it oscillates instead of holding a constant value.

Shape matters as well. A uniformly magnetized sphere feels no torque from its own demagnetizing field. Stretching it by 5% along the initial moment adds an anisotropy field of about 0.02 T; in the integration this leaves a speed below 0.001 of the largest at the first return. Some anisotropy is needed to hold the moment at its starting angle before the field comes on, and this one is weak: its barrier is 0.20 eV, about \(8k_BT_{\rm th}\), so the starting direction scatters by about 20°, more than the nutation depth. In a thin film, however, the demagnetizing field can reach \(\mu_0M_s=1\) T, as large as the applied field, and the trajectory above no longer applies. With the field along the film normal, \(J_z\) and the energy are still conserved, so the returns to rest remain exact on a different path. With field and starting moment in the film plane, integration gives a least speed of 0.03 of the largest at the first return and 0.09 at the second. An anisotropy axis not parallel to \(\mathbf b\) breaks the conservation of \(J_z\), so exact returns to rest are no longer guaranteed.

Finally, the macrospin leaves out nonuniform motion. With a rough exchange stiffness \(A=0.08\) eV/nm, the exchange field of the sphere's first nonuniform mode is \(2Ak_1^2/M_s=1.4\) T. Here \(k_1R\), with \(R\) the radius, is the first positive zero of the derivative of the spherical Bessel function \(j_1\). This is comparable with the applied field, so exchange does not rigidly lock the sphere together; irregularities could excite such modes. The inertial term is itself phenomenological, and the rough value of \(\eta\) sets the scale of both the cusp spacing and the nutation depth. It also sets the thermal ratio, which grows roughly as \(\eta^{-1/2}\): for the same sphere it is 0.40 at \(\eta=0.03\) ps and above 1 at \(\eta=3\) fs.

All numerical values are calculated from the stated model.
